# How an isolated two-dimensional island loses its area

## Problem

A circular island, one atomic layer high and of radius $r$, sits at the centre of a circular terrace of radius $R$. Atoms leave the island edge, wander over the terrace as adatoms and are absorbed at the outer boundary. That boundary holds the adatom density at $c_\infty$, the density in equilibrium with a straight step. Nothing is deposited and nothing evaporates.

An adatom diffuses with diffusivity $D$. The net number of atoms released per unit time and length of island edge is $\kappa[c_{\rm eq}-c(r)]$, where $c(r)$ is the adatom density beside the edge, $c_{\rm eq}$ is the density at which release and capture balance, and $\kappa$ is a velocity that measures how easily atoms attach.

How does the area $A=\pi r^2$ depend on the remaining lifetime $\tau=t_f-t$, where $t_f$ is the moment of disappearance, (a) when attachment is the bottleneck and (b) when diffusion is? Treat logarithms of $R/r$ as constant at first. Then find the lifetime of an island with $r_0=10$ nm and $R=100$ nm at 300 K, for parameters roughly like those of a silver (111) surface.

## A tempting solution

The island is a source of adatoms, so let its edge have a fixed equilibrium excess $\Delta c=c_{\rm eq}-c_\infty$. Let $\Omega$ be the area per atom in the layer.

If attachment is slow, the terrace stays close to $c_\infty$ and each unit length of edge releases $\kappa\Delta c$ atoms per unit time. Multiplying by the perimeter and by $\Omega$ gives

$$\frac{dA}{dt}=-2\pi r\,\Omega\kappa\,\Delta c .$$

Since $dA/dt=2\pi r\,dr/dt$, the radius shrinks at a constant rate, and $A\propto\tau^2$.

If diffusion is slow, the density beside the edge is $c_{\rm eq}$. Steady diffusion between circles of radii $r$ and $R$ carries a current $2\pi D\,\Delta c/\ln(R/r)$. With the logarithm constant, the area falls at a constant rate, and $A\propto\tau$.

## The fault

The geometry of both currents is right. The fault is the fixed $\Delta c$. A straight step is in equilibrium with $c_\infty$ by definition, so it has no excess at all. The island has an excess because its edge is curved: removing an atom shortens the edge and releases step energy. The release per atom grows as the island shrinks, so $\Delta c$ must depend on $r$, and this changes both power laws.

## The right solution

### Equilibrium at a curved edge

Let $\gamma$ be the step free energy per unit length, taken as independent of direction and of $r$. An island of $N=\pi r^2/\Omega$ atoms has edge energy $F=2\pi r\gamma$. The energy released per removed atom is

$$\mu=\frac{dF}{dN}=\frac{dF/dr}{dN/dr}=\frac{2\pi\gamma}{2\pi r/\Omega}=\frac{\gamma\Omega}{r}.$$

Measure energies from that of an atom incorporated at a straight step, and let $E_{\rm ad}$ be the energy needed to make an adatom from it. A dilute adatom gas then has chemical potential $E_{\rm ad}+kT\ln(\Omega c)$. Setting this to zero for the straight step and to $\mu$ for the island gives

$$\Omega c_\infty=e^{-E_{\rm ad}/kT},\qquad c_{\rm eq}=c_\infty e^{\xi/r},\qquad \xi=\frac{\gamma\Omega}{kT}.$$

This is the Gibbs–Thomson law, with capillary length $\xi$. For $r\gg\xi$ the exponential may be linearized:

$$c_{\rm eq}-c_\infty\approx c_\infty\frac{\xi}{r}.$$

### Diffusion on the terrace

The adatom density adapts to the island within a time of order $R^2/D$. If this is much shorter than the time in which $r$ changes, the density obeys the steady diffusion equation at each moment:

$$\frac1\rho\frac{d}{d\rho}\left(\rho\frac{dc}{d\rho}\right)=0 .$$

Thus $\rho\,dc/d\rho$ is a constant, which we call $-B$. With $c(R)=c_\infty$,

$$c(\rho)=c_\infty+B\ln\frac{R}{\rho}.$$

The outward flux per unit length at the island is $-D\,dc/d\rho=DB/r$. It must equal the net release from the edge:

$$\kappa[c_{\rm eq}-c(r)]=\frac{DB}{r}.$$

Define $L=\ln(R/r)$ and $\ell=D/\kappa$. Inserting $c(r)=c_\infty+BL$ and dividing by $\kappa$,

$$c_{\rm eq}-c_\infty=B\left(L+\frac{\ell}{r}\right).$$

The terrace and the edge act as two resistances in series. With the linear Gibbs–Thomson law,

$$B=\frac{c_\infty\xi/r}{L+\ell/r}=\frac{c_\infty\xi}{rL+\ell}.$$

The total current is $2\pi r\,(DB/r)=2\pi DB$, and each atom carries away an area $\Omega$. With $K=D\Omega c_\infty$,

$$\frac{dA}{dt}=-2\pi\Omega DB=-\frac{2\pi K\xi}{rL+\ell}. \tag{1}$$

The retreating edge also uncovers surface that must be filled with adatoms. This is a relative correction of order $\Omega c$, neglected here because the gas is dilute.

### (a) Attachment-limited decay

When $\ell\gg rL$, equation (1) becomes

$$\frac{dA}{dt}=-\frac{2\pi K\xi}{\ell},\qquad A=\frac{2\pi K\xi}{\ell}\,\tau .$$

The area is linear in time. The number of places from which an atom can leave is proportional to $r$, while the excess that drives it out is proportional to $1/r$, and the two factors cancel. Setting $A=\pi r_0^2$ gives the lifetime

$$t_{\rm AL}=\frac{\ell r_0^2}{2K\xi}.$$

The product $rL$ has derivative $L-1$ with respect to $r$, so it is largest at $r=R/e$. An island that starts below this radius has a falling $rL$. If it is attachment-limited at the start, it stays so.

### (b) Diffusion-limited decay

When $\ell\ll rL$, equation (1) and $dA/dt=2\pi r\,dr/dt$ give

$$r^2\frac{dr}{dt}=-\frac{K\xi}{L}.$$

The left side is $\tfrac13\,d(r^3)/dt$. With $L$ held constant, integration from $t$ to $t_f$, where $r=0$, yields

$$r^3=\frac{3K\xi}{L}\,\tau,\qquad A=\pi\left(\frac{3K\xi}{L}\,\tau\right)^{2/3}.$$

This is the two-thirds law. Since $rL$ vanishes with $r$, the condition $\ell\ll rL$ fails at the very end, but neglecting $\ell$ there changes $\tau$ only by a relative amount of order $\ell/(rL)$, taken at the radius $r$ from which $\tau$ is counted. The current no longer gains from a longer perimeter, apart from the logarithm, so the factor $1/r$ in the driving force survives and, with $L$ constant, the decay accelerates. With the true logarithm this holds once $r<R/e$, where $rL$ falls as the island shrinks. The lifetime is

$$t_{\rm DL}=\frac{Lr_0^3}{3K\xi}.$$

### What the logarithm does

Equation (1) can be integrated without freezing $L$. Written for the radius, it reads $(r^2L+\ell r)\,dr=-K\xi\,dt$. Integration by parts gives

$$\int_0^r x^2\ln\frac Rx\,dx=\frac{r^3}{3}L+\int_0^r\frac{x^2}{3}\,dx=\frac{r^3}{3}\left(L+\frac13\right),$$

and therefore

$$K\xi\tau=\frac{r^3}{3}\left(L+\frac13\right)+\frac{\ell r^2}{2}.$$

For $\ell=0$, use $dL/d\ln r=-1$:

$$\frac{d\ln\tau}{d\ln r}=3-\frac{1}{L+1/3},\qquad
\frac{d\ln A}{d\ln\tau}=\frac{2}{3-1/(L+1/3)} .$$

The local exponent lies above $2/3$ and approaches it slowly. It is 0.763 for $R/r=10$, 0.699 for $R/r=10^3$ and still 0.675 for $R/r=10^{12}$. The two-thirds law is thus the law with the logarithm frozen, and a slope read from a real decay curve need not equal $2/3$.

## Numbers for a 10 nm island

Take a close-packed layer with atomic spacing $a=0.289$ nm, so that $\Omega=\tfrac{\sqrt3}{2}a^2=0.0723$ nm², and take $\gamma=0.75$ eV/nm. At 300 K, $kT=0.02585$ eV and

$$\xi=\frac{0.75\times0.0723}{0.02585}\ {\rm nm}=2.10\ {\rm nm}.$$

Let an adatom hop at the total rate $\nu e^{-E_d/kT}$ over the distance $a$, with $\nu=10^{13}$ s⁻¹ and $E_d=0.10$ eV. In two dimensions the diffusivity is a quarter of the hop rate times the squared hop length:

$$D=\frac{\nu a^2}{4}e^{-E_d/kT}=4.36\times10^9\ {\rm nm^2/s}.$$

With $E_{\rm ad}=0.65$ eV, the coverage is $\Omega c_\infty=1.20\times10^{-11}$. Hence $K=0.0525$ nm²/s and $K\xi=0.110$ nm³/s.

For attachment, take $\kappa=(D/a)e^{-E_b/kT}$, where $E_b$ is an extra barrier at the edge. Then $\ell=a\,e^{E_b/kT}$, to be compared with $r_0L=10\times2.303=23.0$ nm.

**No extra barrier.** Here $\ell=0.289$ nm, about 1.3% of $r_0L$, so the decay is diffusion-limited:

$$t_{\rm DL}=\frac{2.303\times10^3}{3\times0.110}\ {\rm s}\approx7.0\times10^3\ {\rm s}\approx1.9\ {\rm h}.$$

**Extra barrier of 0.20 eV.** Now $\ell=662$ nm, and $r_0L$ is about 3.5% of it. With everything else held fixed,

$$t_{\rm AL}=\frac{662\times10^2}{2\times0.110}\ {\rm s}\approx3.0\times10^5\ {\rm s}\approx83\ {\rm h}.$$

The island loses $1.05\times10^{-3}$ nm² per second, or roughly one atom every 70 s.

The simple laws also differ in the shape of the decay. At half the lifetime, 63% of the area is left in the diffusion-limited case and 50% in the attachment-limited case. At nine tenths of the lifetime, the fractions are 22% and 10%.

## How far the simple laws hold here

**Small islands.** The ratio $\xi/r_0=0.21$ is not very small. With the exponential Gibbs–Thomson law, the drive $\xi/r$ becomes $e^{\xi/r}-1$, and for $x\gg\xi$

$$\frac{1}{e^{\xi/x}-1}\approx\frac{x}{\xi}-\frac12 .$$

In the attachment limit this gives, to first order in $\xi/r$,

$$\tau\approx\frac{\ell}{K}\int_0^r\left(\frac x\xi-\frac12\right)dx=\frac{\ell r^2}{2K\xi}\left(1-\frac{\xi}{r}\right).$$

The expansion fails for $x\lesssim\xi$, but that range contributes only at second order. The lifetime is thus shortened by about a fifth. The local exponent also drops: from $\tau\propto r^2-\xi r$ it is $2(r-\xi)/(2r-\xi)$, or 0.88 at $r=10$ nm; integrating the full exponential law gives 0.91. Even with slow attachment, the loss of area is therefore close to linear only while $r\gg\xi$.

**A real outer boundary.** Suppose the terrace is the floor of a pit, bounded by a step with the same $\gamma$ and $\kappa$. This step curves the opposite way, so its equilibrium density is $c_\infty e^{-\xi/R}$, and it has its own attachment resistance. In the linear approximation,

$$c_\infty\xi\left(\frac1r+\frac1R\right)=B\left(L+\frac{\ell}{r}+\frac{\ell}{R}\right).$$

When $L$ is negligible, the bracket $1/r+1/R$ cancels and $B=c_\infty\xi/\ell$, as before. The attachment-limited law is unchanged. In the diffusion limit only the drive grows, and the decay is faster.

**All of these together.** With both resistances, the varying logarithm, the exponential law and the real outer step, the lifetime is

$$\tau=\int_0^{r_0}\frac{x\left[\ln(R/x)+\ell/x+\ell/R\right]}{K\left(e^{\xi/x}-e^{-\xi/R}\right)}\,dx .$$

Numerical integration, with $R$ fixed, gives:

| | No extra barrier | 0.20 eV barrier |
|---|---|---|
| Lifetime | $6.4\times10^3$ s | $2.5\times10^5$ s |
| Exponent at start | 0.74 | 0.91 |
| Area left at half life | 60% | 54% |

The lifetimes move by less than a fifth from the simple values. At the start the exponents lie closer together, 0.74 and 0.91 in place of 0.67 and 1. They are local values, and both fall as the island shrinks and $\xi/r$ grows: to 0.67 and 0.84 at $r=5$ nm and to 0.61 and 0.76 at $r=3$ nm. Without the extra barrier the exponent thus drops below $2/3$ late in the decay. Plotted against the elapsed fraction of the lifetime, the two area curves differ by at most 8% of the initial area, compared with 15% for the simple laws. Telling the mechanisms apart by shape alone thus takes an accurate curve. In this model the lifetimes of smaller islands on the same terrace add nothing, since they can be read from the same curve. The response of the lifetime to a changed edge barrier does carry further information: it is weak in the diffusion limit, whereas in the attachment limit the lifetime is proportional to $e^{E_b/kT}$.

**Processes left out.** The terrace adapts within about $10^{-5}$ s, even with the 0.20 eV barrier at both steps, so steady diffusion is an excellent approximation here. For an assumed desorption energy of 2.3 eV and the same $\nu$, the diffusion length $\sqrt{Dt}$ over the residence time $t$ of an adatom on an unbounded surface is some $4\times10^{17}$ nm, so evaporation is negligible. The terrace holds on average only $\pi(R^2-r_0^2)c_\infty\approx5\times10^{-6}$ adatoms, so $c$ is a time average, and the net loss is a small difference of random single-atom gains and losses. The results above are averages. With the rates of this model, the lifetime of a single island scatters by about 4%, and the area left at half its lifetime by about 2% of the initial area, which is not negligible beside the gap of at most 8% between the two curves. Motion of the island as a whole and the atomic structure of its last few atoms are not treated.

## Beside real silver

The parameters are rough values in the regime of Ag(111), where adatoms are very mobile; the case without an extra barrier is the one meant to resemble the clean surface. The 0.20 eV barrier is a what-if, not a property of clean silver. The lifetimes are good to an order of magnitude at best, because an error of 0.05 eV in the sum of the energies changes them by a factor of 7. Warming by 1 K, with the energies fixed, shortens them by about 9% without the extra barrier and 11% with it.

Real islands on such a surface are not perfect circles. For a regular hexagon with equal step energy on all sides and inner radius $h$, the perimeter is $4\sqrt3\,h$ and the area $2\sqrt3\,h^2$. The energy released per unit area lost is then $\gamma\,(4\sqrt3)/(4\sqrt3\,h)=\gamma/h$, which is 5% above that of a circle of equal area.

Isolation can matter more. If neighbouring islands of radius $r_n$ hold the surroundings at $c_\infty(1+\xi/r_n)$, the drive falls from $\xi/r$ to $\xi/r-\xi/r_n$. For $r=10$ nm and $r_n=50$ nm this is a reduction of 20% (18% with the exponential law), and an island larger than its neighbours would grow. Both power laws therefore presuppose surroundings close to equilibrium with a straight step.

Numbers in the example were calculated in double precision.
